# Reflectionless sech-squared wells and the phase of the transmitted wave

## Problem

An electron moves along $x$ in the well

$$V(x)=-\frac{n(n+1)}{2a^2}\,\mathrm{sech}^2\frac{x}{a},\qquad n=1,2,3,\dots$$

The algebra is in atomic units ($\hbar=m_e=1$), and $a$ is a length that sets the width. A wave of energy $E=k^2/2>0$ comes in from the left. With the time factor $e^{-iEt}$, the amplitudes $r$ and $t$ are defined by

$$\psi\to e^{ikx}+r\,e^{-ikx}\quad(x\to-\infty),\qquad \psi\to t\,e^{ikx}\quad(x\to+\infty).$$

1. Show with ladder operators that $r=0$ at every energy $E>0$.
2. Find the bound states, and write $t$ in terms of them. Find the phase $\theta$ of $t$, choosing the branch that is continuous in $k$ and vanishes as $k\to\infty$.
3. Evaluate the phase for $n=2$ and $a=2$ Å at 0.1, 1 and 5 eV.

## A tempting solution

Use the scaled variables $y=x/a$ and $q=ka$, so that $e^{ikx}=e^{iqy}$. The operator

$$A_j^\dagger=-\frac{d}{dy}+j\tanh y$$

turns a solution for the well with index $j-1$ into a solution for the well with index $j$, at the same $q$. (This is true, and is proved below.) The well with index 0 is no well at all, so one may start from $e^{iqy}$ and apply $A_1^\dagger$, then $A_2^\dagger$, up to $A_n^\dagger$.

Far to the right $\tanh y\to1$, and $A_j^\dagger$ multiplies $e^{iqy}$ by $j-iq$. The transmitted wave is therefore

$$\prod_{j=1}^n(j-iq)\;e^{iqy}.$$

No operator in the chain produces a wave $e^{-iqy}$, so nothing is reflected and $|t|=1$. The modulus $\sqrt{j^2+q^2}$ of each factor is then a matter of normalization. Dividing it out gives

$$t\overset{?}{=}\prod_{j=1}^n\frac{j-iq}{\sqrt{j^2+q^2}},\qquad \theta\overset{?}{=}-\sum_{j=1}^n\arctan\frac{q}{j}.$$

## Where it fails

Let the energy grow. Each arctangent tends to $\pi/2$, so this $t$ tends to $(-i)^n$. For $n=1$ a very fast electron would leave the well a quarter of a cycle behind a free one.

That cannot be right. When $E$ is far above the well depth and the wavelength is far shorter than $a$, the local wavenumber is

$$\sqrt{k^2-2V}\approx k-\frac{V}{k}.$$

The phase gained relative to free motion is, to leading order in $V/E$,

$$-\frac1k\int_{-\infty}^{\infty}V\,dx=\frac{n(n+1)}{2a^2k}\int_{-\infty}^{\infty}\mathrm{sech}^2\frac{x}{a}\,dx=\frac{n(n+1)}{2a^2k}\,2a=\frac{n(n+1)}{q}.\tag{1}$$

This is positive, because the electron has a shorter wavelength inside the well, and it goes to zero as $q\to\infty$.

The faulty step is the normalization. The amplitude $t$ is the transmitted amplitude divided by the incident amplitude, and both are complex. On the left $\tanh y\to-1$, so there $A_j^\dagger$ multiplies $e^{iqy}$ by $-j-iq$. This number has the same modulus as $j-iq$ but a different phase. The equal moduli hide the error: the transmission probability comes out right while the phase is wrong.

## The right solution

### Scaling the equation

The Schrödinger equation is

$$-\frac12\frac{d^2\psi}{dx^2}-\frac{n(n+1)}{2a^2}\,\mathrm{sech}^2\frac{x}{a}\;\psi=\frac{k^2}{2}\psi.$$

Since $d/dx=(1/a)\,d/dy$, multiplication by $2a^2$ gives

$$h_n\psi=q^2\psi,\qquad h_n=-\frac{d^2}{dy^2}-n(n+1)\,\mathrm{sech}^2y.$$

The factor $\tfrac12$ in the potential has cancelled against the $\tfrac12$ of the kinetic energy. The strength $n(n+1)$ belongs to this scaled equation, in which the kinetic term has no $\tfrac12$.

### The ladder

Write $T=\tanh y$ and $S=\mathrm{sech}^2y$, so that $T'=S$ and $T^2=1-S$. Define

$$A_n=\frac{d}{dy}+nT,\qquad A_n^\dagger=-\frac{d}{dy}+nT.$$

For functions that vanish at infinity these are adjoints of each other, by one integration by parts. Let the two products act on any smooth function $f$. First,

$$\begin{aligned}
A_n^\dagger A_nf&=\left(-\frac{d}{dy}+nT\right)(f'+nTf)\\
&=-f''-nSf-nTf'+nTf'+n^2T^2f\\
&=-f''+\left[n^2-n^2S-nS\right]f=(h_n+n^2)f.
\end{aligned}$$

The term $-nSf$ comes from the derivative of $T$. In the opposite order it changes sign:

$$\begin{aligned}
A_nA_n^\dagger f&=\left(\frac{d}{dy}+nT\right)(-f'+nTf)\\
&=-f''+nSf+nTf'-nTf'+n^2T^2f\\
&=-f''+\left[n^2-n^2S+nS\right]f=(h_{n-1}+n^2)f,
\end{aligned}$$

because $n^2-n=(n-1)n$ is the strength of the well with index $n-1$.

Now write $A_n^\dagger A_nA_n^\dagger$ in two ways, grouping the first pair or the last pair:

$$(h_n+n^2)A_n^\dagger=A_n^\dagger(h_{n-1}+n^2)\quad\Longrightarrow\quad h_nA_n^\dagger=A_n^\dagger h_{n-1}.\tag{2}$$

If $h_{n-1}\psi=q^2\psi$, then $h_n(A_n^\dagger\psi)=q^2A_n^\dagger\psi$. The new function is not zero. If $A_n^\dagger\psi$ vanished, then $A_nA_n^\dagger\psi=(q^2+n^2)\psi$ would vanish too, which is impossible for real $q$ and $\psi\neq0$.

### No reflection

Start from $\psi_0=e^{iqy}$, which solves $h_0\psi=q^2\psi$, and set $\psi_j=A_j^\dagger\psi_{j-1}$. Every $\psi_j$ has the form $P_j(T)\,e^{iqy}$ with $P_j$ a polynomial. This holds for $P_0=1$, and if it holds for $j-1$, then

$$A_j^\dagger\left[P_{j-1}(T)e^{iqy}\right]=\left[-(1-T^2)\frac{dP_{j-1}}{dT}-iqP_{j-1}+jTP_{j-1}\right]e^{iqy},$$

whose bracket is again a polynomial in $T$. Far from the well $T\to\pm1$, and the term with $1-T^2$ drops out:

$$P_j(\pm1)=(\pm j-iq)\,P_{j-1}(\pm1).$$

Repeated use gives

$$P_n(+1)=\prod_{j=1}^n(j-iq),\qquad P_n(-1)=\prod_{j=1}^n(-j-iq).$$

On the left the solution tends to $P_n(-1)e^{iqy}$. There is an incident wave, since $P_n(-1)\neq0$ for real $q$, and there is no wave $e^{-iqy}$. Hence $r=0$ for every $E>0$.

Dividing the solution by $P_n(-1)$ gives the incident wave unit amplitude, so

$$t=\frac{P_n(+1)}{P_n(-1)}=\prod_{j=1}^n\frac{j-iq}{-j-iq}=\prod_{j=1}^n\frac{q+ij}{q-ij}.\tag{3}$$

In the last step numerator and denominator were both multiplied by $i$: $i(j-iq)=q+ij$ and $i(-j-iq)=q-ij$. Each factor is a number divided by its complex conjugate, so $|t|=1$.

### The bound states

A bound state is a normalizable solution of $h_nu=\varepsilon u$ with $\varepsilon<0$. One of them is annihilated by $A_n$:

$$u'+n\tanh y\;u=0\quad\Longrightarrow\quad u=\mathrm{sech}^ny.$$

From $A_n^\dagger A_nu=0$ it follows that $(h_n+n^2)u=0$, so $\varepsilon=-n^2$.

The other levels come from the well with index $n-1$. Grouping $A_nA_n^\dagger A_n$ in two ways gives $A_nh_n=h_{n-1}A_n$. So if $v$ is a bound state of $h_n$ that $A_n$ does not annihilate, $A_nv$ is a solution for $h_{n-1}$ with the same $\varepsilon$. It is normalizable, because $v$ and $v'$ both decay exponentially.

Conversely, if $w$ is a bound state of $h_{n-1}$, equation (2) makes $A_n^\dagger w$ a bound state of $h_n$ with the same $\varepsilon$. It is not zero, since $A_n^\dagger w=0$ requires $w\propto\cosh^ny$, which is not normalizable.

The levels of $h_n$ are therefore those of $h_{n-1}$ together with $-n^2$. The free particle $h_0$ has no bound states, so $h_1$ has the level $-1$, $h_2$ has $-1$ and $-4$, and in general $\varepsilon_j=-j^2$ with $j=1,\dots,n$. There is one state for each level, because in one dimension the solution that decays on the right is unique up to a factor. Undoing the scaling, $E=\varepsilon/(2a^2)$:

$$E_j=-\frac{\kappa_j^2}{2},\qquad\kappa_j=\frac{j}{a},\qquad j=1,\dots,n.$$

Here $\kappa_j$ is the decay constant of the bound state outside the well. Dividing each numerator and denominator in (3) by $a$ gives

$$t=\prod_{j=1}^n\frac{k+i\kappa_j}{k-i\kappa_j}.\tag{4}$$

The same numbers appear in both places for a reason. Continue the scattering solution to $q=ij$, where $e^{iqy}=e^{-jy}$. This decays on the right and grows on the left. The coefficient of the growing part is $P_n(-1)$, which contains the factor $-j-i(ij)=-j+j=0$. What remains decays on both sides, and it is not zero, because $P_n(+1)=\prod_m(m+j)\neq0$. A zero of the incident amplitude is thus a bound state, and it is also a pole of $t$.

### The phase

For $k>0$ the number $k+i\kappa_j$ has the argument $\arctan(\kappa_j/k)$, and its conjugate has the opposite argument. Their ratio has twice the argument:

$$\frac{k+i\kappa_j}{k-i\kappa_j}=e^{2i\arctan(\kappa_j/k)},\qquad \theta(k)=2\sum_{j=1}^n\arctan\frac{\kappa_j}{k}.\tag{5}$$

The amplitude is a product over bound states, and the phase is a sum. This $\theta$ is continuous for $k>0$ and vanishes as $k\to\infty$, as the question requires.

**High energy.** With $\arctan z\approx z$ for small $z$,

$$\theta\approx\frac2q\sum_{j=1}^nj=\frac{n(n+1)}{q},$$

which agrees with the estimate (1).

**Low energy.** With $\arctan(1/z)=\pi/2-\arctan z$ for $z>0$,

$$\theta\approx n\pi-2q\sum_{j=1}^n\frac1j\qquad(q\ll1).$$

As $k\to0$ the phase tends to $n\pi$. Between infinite and zero energy it rises by $\pi$ for each bound state, so for these wells the phase counts the bound states. The transmission probability, which equals one throughout, cannot do so.

**Motion of a packet.** A packet with a narrow spread of $k$ contains the phase $kx+\theta(k)-k^2t'/2$ after the well, where $t'$ is the time. Its peak lies where the derivative with respect to $k$ is zero:

$$x=kt'-\frac{d\theta}{dk}=kt'+\sum_{j=1}^n\frac{2\kappa_j}{k^2+\kappa_j^2}.$$

The sum is positive, so the packet runs ahead of a free one. At high energy the sum tends to $n(n+1)/(ak^2)$, which is the classical advance $-\int V\,dx/k^2$ of a particle that moves faster inside the well. At low energy the classical picture fails: as $k\to0$ the sum tends to the finite value $2a\sum_j 1/j$, while the classical advance grows without bound.

## The case $n=2$ in numbers

The well is a model with round parameters. In eV and Å the constant $\hbar^2/(2m_e)$ is 3.810 eV Å². For $a=2$ Å the energy scale is

$$\frac{\hbar^2}{2m_ea^2}=\frac{3.810}{4}=0.9525\ \text{eV}.$$

The depth is $6\times0.9525=5.715$ eV. The bound states lie at $-0.9525$ eV, with $\kappa_1=0.5$ Å$^{-1}$, and at $-4\times0.9525=-3.810$ eV, with $\kappa_2=1.0$ Å$^{-1}$.

At $E=1$ eV the wavenumber is $k=\sqrt{1/3.810}=0.5123$ Å$^{-1}$. The two contributions to the phase are

$$2\arctan\frac{0.5}{0.5123}=1.5465,\qquad2\arctan\frac{1.0}{0.5123}=2.1947,$$

and their sum is $\theta=3.741$ rad, or 214.4°. The three energies compare as follows, with phases in rad:

| $E$ (eV) | $k$ (Å$^{-1}$) | from $\kappa_1$ | from $\kappa_2$ | $\theta$ |
|---|---|---|---|---|
| 0.1 | 0.1620 | 2.515 | 2.820 | 5.335 |
| 1 | 0.5123 | 1.546 | 2.195 | 3.741 |
| 5 | 1.1456 | 0.823 | 1.435 | 2.258 |

The deeper state contributes more at each energy, since the arctangent grows with $\kappa_j$. The limits are approached slowly. At 381 eV, where $q=20$, formula (5) gives 0.2993 rad, close to the estimate $6/20=0.30$. At 0.000381 eV, where $q=0.02$, it gives 6.223 rad, which is below $2\pi=6.283$ by $3q=0.06$.

The tempting solution can now be compared at 1 eV. Since $\arctan(q/j)=\tfrac12[\pi-2\arctan(j/q)]$, it gives

$$-\frac{(3.1416-1.5465)+(3.1416-2.1947)}{2}=-1.271\ \text{rad}.$$

This is the phase of the right-hand amplitude $P_2(+1)$. The left-hand amplitude $P_2(-1)=(1+iq)(2+iq)$ has the phase $+1.271$ rad. The difference is $-2.542$ rad, and adding $2\pi$ returns $3.741$ rad.

### The density inside the well

Perfect transmission does not mean that the electron passes as if the well were absent. For $n=2$ the chain gives first $\psi_1=(T-iq)e^{iqy}$, and then

$$\begin{aligned}
\psi_2&=\left[-(1-T^2)-iq(T-iq)+2T(T-iq)\right]e^{iqy}\\
&=\left(3T^2-3iqT-1-q^2\right)e^{iqy}.
\end{aligned}$$

At the centre $T=0$ and $|\psi_2|^2=(1+q^2)^2$. The incident density is $|P_2(-1)|^2=(1+q^2)(4+q^2)$. Their ratio is

$$\frac{|\psi_2(0)|^2}{|P_2(-1)|^2}=\frac{1+q^2}{4+q^2}.$$

It is 0.27 at 0.1 eV, 0.41 at 1 eV and 0.68 at 5 eV. A classical stream of particles is also thinner where it moves faster. Its density ratio at the centre is the ratio of speeds, $\sqrt{E/(E+5.715\ \text{eV})}$, which is 0.13, 0.39 and 0.68 at the same energies. The classical picture is good at 5 eV and fails at 0.1 eV: as $E\to0$ the classical ratio goes to zero, while the quantum ratio goes to $1/4$.

## When the well does reflect

The operator identities hold for any real $n$. The integer is needed for the ladder to end at the free particle.

This makes the factor of two in the potential matter. Suppose that $-n(n+1)\,\mathrm{sech}^2x$ is read as a potential energy in hartree, with $x$ in bohr. Multiplying the Schrödinger equation by 2 then gives the scaled strength $2n(n+1)$. For $n=1$ the strength is 4, and $\nu(\nu+1)=4$ has the positive solution $\nu=1.56$. Going down the ladder from there leads to 0.56 and then to $-0.44$, and it misses zero. The proof no longer applies.

That a well of scaled strength 4 does reflect can be seen by integrating the Schrödinger equation numerically. One starts from a purely transmitted wave on the right, integrates to the far left, and separates the result there into incident and reflected waves. For $a=2$ Å and $E=0.1$ eV, the $n=1$ well of depth 1.905 eV has no reflection, while the same well at twice the depth, 3.810 eV, reflects with probability 0.40.

Doubling the depth does not spoil every case. For $n=2$ the doubled strength is $12=3\times4$, which is the well with $n=3$, and it is again free of reflection. For a well of the $\mathrm{sech}^2$ shape, the ladder ends at the free particle when the scaled strength is a product of two successive integers. The rule belongs to this shape and does not carry over to wells of another profile.

All numerical values are calculated from the stated model.
